A fitted gap does not determine U, moment or exchange

**Definitions and conventions**

Consider two d sites with one p site between them. The particles are holes, counted from filled d and p shells with one orbital per site. The d level is the zero of energy, the p level lies at Δ > 0, t is the hopping between neighbours, and U is the repulsion of two holes on the same d site:

H = Δ n_p − t Σ_{iσ} (d†_{iσ} p_σ + p†_σ d_{iσ}) + U Σ_i n_{i↑} n_{i↓},  i = 1, 2.

Repulsion on p is neglected. The reference state has two holes, one per d site. Δ is the charge-transfer energy, the cost at t = 0 of moving a hole from d to p. With E(N) the lowest energy for N holes, three quantities are compared:

Eg = E(3) + E(1) − 2E(2), the fundamental gap of the cluster;

J = E_T − E_S, the two-hole triplet energy minus the singlet energy, so that the spin Hamiltonian is J S₁·S₂ and J > 0 is antiferromagnetic;

m² = ⟨(n_{i↑} − n_{i↓})²⟩, the squared local moment on a d site in the two-hole ground state.

The ground state is a singlet, so the average ⟨n_{i↑} − n_{i↓}⟩ vanishes and m² is the meaningful measure of the moment. Energies are in eV, the natural unit for such model parameters.

**The belief and its appeal**

The belief is this: U is the parameter that opens the gap, so one may adjust U until the gap agrees with experiment, and the correlated state is then described well enough that moment and exchange follow.

The case for it is best seen at t = 0. The two-hole ground state and the one-hole state both have energy zero. A third hole goes either onto a d site, at cost U, or onto p, at cost Δ. Hence

Eg = min(U, Δ)  (t = 0).

For U < Δ, the Mott–Hubbard regime, the gap is U itself, and reading U from the gap is sound. For U > Δ, the charge-transfer regime, the added hole avoids the d site and the gap is Δ. It no longer contains U.

One might then suppose that the gap stands still while moment and exchange keep changing with U. That is also not quite right. At fixed Δ, as U → ∞, configurations with two holes on one d site drop out, and the remaining Hamiltonian does not contain U. All three quantities therefore have finite limits. What differs is how strongly each still depends on U on the way there, and this needs the hopping.

**One hole, and two holes in a triplet**

Define d± = (d₁ ± d₂)/√2. Since d₁ + d₂ = √2 d₊, the p orbital couples to d₊ with amplitude −√2 t and not at all to d₋. One hole in the space (d₊, p) has the matrix with diagonal 0, Δ and off-diagonal element −√2 t, so

E(1) = Δ/2 − √(Δ²/4 + 2t²).

Two holes of parallel spin never share a site, so U does not act on them. They fill the two lowest orbitals: the bonding one just found and d₋, which has energy zero. Therefore E_T = E(1). Expanding the root for t ≪ Δ,

√(Δ²/4 + 2t²) = (Δ/2)√(1 + 8t²/Δ²) = Δ/2 + 2t²/Δ − 4t⁴/Δ³ + …,

E_T = −2t²/Δ + 4t⁴/Δ³ + ….

**Two holes in a singlet**

The singlets that are even under exchange of the two d sites are, with creation operators acting on the vacuum,

|C⟩ = (d†₁↑d†₂↓ + d†₂↑d†₁↓)/√2, energy 0;
|I⟩ = (d†₁↑d†₁↓ + d†₂↑d†₂↓)/√2, energy U;
|S⟩ = (d†₊↑p†↓ + p†↑d†₊↓)/√2, energy Δ;
|P⟩ = p†↑p†↓, energy 2Δ.

Let the hopping T act on |S⟩. Moving the p hole to d₊ turns each of its two terms into d†₊↑d†₊↓, which gives

−√2 t · (2/√2) d†₊↑d†₊↓ = −2t d†₊↑d†₊↓.

Multiplying out d₊ gives d†₊↑d†₊↓ = (|C⟩ + |I⟩)/√2, so |S⟩ couples to |C⟩ and to |I⟩ with −√2 t each. Moving the d₊ hole to p instead gives −√2 t · (2/√2)|P⟩ = −2t|P⟩. There are no other couplings among the four states.

The two odd singlets have energies U and Δ and are coupled by √2 t. For UΔ > 2t² both their eigenvalues are positive, so the singlet ground state, whose energy is negative, is even.

For an eigenvalue x with amplitudes c, the rows of the eigenvalue equation are

x c_C = −√2 t c_S,
(x − U) c_I = −√2 t c_S,
(x − 2Δ) c_P = −2t c_S,
(x − Δ) c_S = −√2 t c_C − √2 t c_I − 2t c_P.

Inserting the first three in the fourth and dividing by c_S,

x − Δ = 2t²/x + 2t²/(x − U) + 4t²/(x − 2Δ).

The lowest root is E_S. For t small against Δ and U, multiply by x and write x = x₂ + x₄ + …, the index giving the power of t:

x(x − Δ) = 2t² + 2t² x/(x − U) + 4t² x/(x − 2Δ).

At order t² this gives −Δx₂ = 2t², so x₂ = −2t²/Δ. At order t⁴ the denominators may be replaced by −U and −2Δ:

x₂² − Δx₄ = −2t² x₂ (1/U + 1/Δ) = (4t⁴/Δ)(1/U + 1/Δ).

Since x₂² = 4t⁴/Δ², the terms without U cancel, leaving x₄ = −4t⁴/(Δ²U). Thus

E_S = −2t²/Δ − 4t⁴/(Δ²U) + ….

Subtracting this from E_T,

J = (4t⁴/Δ²)(1/U + 1/Δ) + ….

The first term comes from the virtual state with two holes on one d site, the second from two holes on p. Only the first is suppressed by U. At this order

J(U)/J(∞) = 1 + Δ/U.

The hopping has dropped out of this ratio: the relative U-dependence of J does not become small when t does.

**The local moment**

The derivative of an eigenvalue with respect to a parameter is the expectation value of the derivative of H. Hence

n_p = ∂E_S/∂Δ = 2t²/Δ² + 8t⁴/(Δ³U),

D = ∂E_S/∂U = 4t⁴/(Δ²U²),

where D is the double occupation summed over both d sites. On one site (n↑ − n↓)² = n↑ + n↓ − 2n↑n↓, because n² = n for each spin. The sum over the two sites is 2 − n_p − 2D. Half of it is

m² = 1 − t²/Δ² − 4t⁴/(Δ³U) − 4t⁴/(Δ²U²) + ….

The main reduction of the moment is covalent: part of the hole sits on p. It depends on t/Δ and not on U, which enters only at fourth order. At fixed Δ the relative change of m² with U is therefore of order t⁴, while that of the gap, found below, is of order t²: measured this way, m² responds to U far less than the gap does. The small loss 1 − m² is another matter. Being itself of order t², it changes in relative terms at order t², the same order as the gap. From U to infinity the leading relative changes are 4t²[1/(ΔU) + 1/U²] for the loss and 3t²/[Δ(U − Δ)] for the gap. They are equal at U = 2Δ; the gap changes more below that value and the loss changes more above it. In the example below the loss falls from 0.0163 to 0.0156, about 4 %, between U = 8 eV and U → ∞. Reading U from the moment would require resolving that change.

**Three holes and the gap**

Take U > Δ with t ≪ Δ and t ≪ U − Δ. The lowest three-hole configuration has one hole on each site and energy Δ, with the spins free. At second order two processes act on each d–p pair. The p hole can visit the d site, which raises the energy from Δ to U, a cost of U − Δ. Or the d hole can visit p, which raises it from Δ to 2Δ, a cost of Δ. The Pauli principle blocks both for a triplet pair. For a singlet pair two equal terms add, as above, and the amplitude is −t · 2/√2 = −√2 t. A virtual state reached through one pair cannot return to the low configuration through the other pair, since that would leave a doubly occupied or an empty d site. Hence

H_eff = Δ − K Σ_i (1/4 − S_i·S_p),  K = 2t²[1/(U − Δ) + 1/Δ],

where the bracket in the sum projects on the singlet of a pair. With S₁₂ the combined spin of the d sites and S the total spin,

Σ_i S_i·S_p = ½[S(S+1) − S₁₂(S₁₂+1) − 3/4].

The possible values are 0 for S₁₂ = 0, 1/2 for S₁₂ = 1 with S = 3/2, and −1 for S₁₂ = 1 with S = 1/2. The last is lowest and makes the sum of projectors 1/2 + 1 = 3/2. So

E(3) = Δ − 3t²[1/(U − Δ) + 1/Δ].

To order t², E(1) = E(2) = −2t²/Δ, so E(1) − 2E(2) = +2t²/Δ and

Eg = Δ − t²/Δ − 3t²/(U − Δ).

The plateau is Δ − t²/Δ, a value set by Δ with a small hopping correction. The approach to it has the slope

dEg/dU = 3t²/(U − Δ)².

Inferring U from the gap means dividing by this small number.

**Numbers**

Take t = 0.5 eV, Δ = 4 eV and a reference value U = 8 eV. The formulas give

Eg = 4 − 0.25/4 − 0.75/4 = 3.75 eV,

J = (4 × 0.0625/16)(1/8 + 1/4) eV = 5.86 meV,

m² = 1 − 0.01563 − 0.00049 − 0.00024 = 0.9836.

Exact diagonalization gives 3.783 eV (0.1390 hartree), 5.51 meV (202.5 microhartree) and 0.9837. The formula for J is 6 % above the exact value; this is the size of the neglected orders in J at this point. The slope formula is less accurate here, giving 0.75/16 = 0.047 against the exact 0.038. Exact results for other U at the same Δ are:

U (eV)   Eg (eV)   J (meV)   m²
2   1.751   11.13   0.9789
4   3.158   7.39   0.9826
8   3.783   5.51   0.9837
16   3.891   4.57   0.9841
∞   3.949   3.62   0.9844

The last row was computed with U = 10⁶ eV. From U = 8 eV to this limit the gap rises by 4.4 %, J falls by 34 % and m² rises by 0.07 %, each relative to its value at 8 eV. The leading-order fall of J is Δ/(U + Δ) = 1/3. These are relative changes; in absolute terms the gap moves by 166 meV and J by 1.9 meV. The sharpness of this contrast belongs to the small ratio t/Δ = 0.125, since the relative change of the gap grows with t while that of J hardly does. For values of the size used for cuprates, t = 1.3 eV and Δ = 3.6 eV, the same cluster between U = 8 eV and U → ∞ has the gap rising by 21 %, J falling by 35 % and m² rising by 2.7 %, with dEg/dU ≈ 0.10 at 8 eV. The ordering is the same but the contrast is much weaker, and the small-t formulas are no longer usable: they give a gap of 1.98 eV against the exact 2.97 eV and a J that is 59 % too large.

Now invert. The exact slope at the reference point is 0.038, so a gap error of 0.1 eV means, linearly, an error of 0.1/0.038 ≈ 2.6 eV in U. Upwards the linear estimate is too kind: a gap of 3.883 eV lies above the value for U = 12 eV, which is 3.863 eV, and below that for 16 eV. The fitted U would be wrong by more than 4 eV.

**The same gap, different physics**

The deeper trouble is that Δ is not known exactly either. Treat the reference gap of 3.783 eV as the measured one and refit U for other values of Δ, keeping t:

Δ (eV)   fitted U (eV)   J (meV)   1 − m²
3.9   14.4   4.99   0.0167
4.0   8.0   5.51   0.0163
6.0   4.08   2.80   0.0076
8.0   3.93   1.47   0.0043

All four rows have the same gap. An error of 0.1 eV in Δ, in the first row, moves the fitted U from 8 to 14.4 eV, because the plateau (Δ − t²/Δ at leading order, 3.949 eV exactly for Δ = 4 eV) comes down by about 0.1 eV, which leaves the exact plateau only about 0.07 eV above the target instead of 0.17 eV, and U must make up for this where the slope is small. J changes by only 9 % here, since the smaller Δ partly offsets the larger U. With Δ = 3.7 eV the largest gap found in a scan up to practically infinite U is 3.647 eV, so no U in the scan reproduces the target. A fit that drives U to very large values, or fails, may therefore be reporting an error in Δ.

The last two rows have U < Δ. The gap formula above does not apply there, and the fits use exact diagonalization. The formulas for J and m² contain no denominator U − Δ and remain valid. Between Δ = 4 and 8 eV the factor 1/U + 1/Δ hardly changes: it is 0.375 eV⁻¹ in the first case and 1/3.93 + 1/8 ≈ 0.38 eV⁻¹ in the second. What remains is the prefactor 1/Δ², which makes J four times smaller at leading order; the exact ratio is 3.76. The covalent loss 1 − m², mainly t²/Δ², falls by the exact ratio 3.80. The squared moment m² itself changes little, from 0.984 to 0.996, because t/Δ is small throughout.

These rows also limit what can be said for the belief in its own territory. With U well below Δ, as in these two rows, the gap does fix U well: 4.08 against 3.93 eV. Yet J still differs by a factor of 1.9, because the gap says little about Δ there and J depends on it.

**What "fixed Δ" means**

The plateau belongs to a particular way of varying U. Suppose instead that the electron levels e_d and e_p are held fixed. For each spin on a d site the electron number is one minus the hole number, so

e_d n^e + U n^e_↑ n^e_↓ = e_d(2 − n) + U(1 − n + n_↑n_↓) = constant − (e_d + U) n + U n_↑n_↓,

with n = n_↑ + n_↓ the number of holes. The hole level on d is −(e_d + U), that on p is −e_p, and their difference is

Δ = e_d + U − e_p.

The hopping changes sign, which a change of sign of the p orbital removes. Constants and terms proportional to the total hole number cancel in the gap. Now Δ grows one for one with U. With e_d = −4 eV and e_p = 0, raising U from 8 to 10 and 12 eV gives gaps of 3.78, 5.79 and 7.80 eV, with no plateau.

So a gap that keeps rising with U does not show that the material is of Mott–Hubbard type: here U exceeds Δ by 4 eV throughout. In a DFT+U calculation, how Δ moves with U depends on the double-counting term and on self-consistency, and other bands may limit the gap. This cluster, solved exactly and without bandwidths, does not predict those curves. It does show that agreement of one gap is one condition on at least two unknowns.

A second condition must respond to something else. At t = 0 a d site holding 0, 1 or 2 holes has energy 0, 0 or U, and the second difference U + 0 − 2 × 0 = U does not involve Δ. This motivates seeking U from energies at constrained d occupation, but the result holds for integer occupations with the hopping cut. With the hopping on, a shift α of one d level changes its hole number 1 − t²/(Δ − α)² at the rate −2t²/Δ³, so the local curvature of the energy against that occupation is Δ³/(2t²) at leading order in t, about 128 eV in the example, and is not U; U enters only through higher orders, which are small at U = 8 eV but not at small U. Suppose U has been obtained independently of the gap. In the charge-transfer regime the gap can then serve to check Δ (for U well below Δ it says little about Δ), and J to check both, provided t is known well: J varies as t⁴, so an error of 5 % in t already changes it by about 20 %.

The numerical check diagonalizes the cluster exactly. It tests the atomic-limit gap, the closed form of E(1) = E_T, the secular equation, the small-t formulas for Eg, J and m² (at values U > Δ) and the electron–hole mapping, and it supplies the exact numbers for t = 0.5 eV quoted above.

Numbers as computed

```
Inputs: t = 0.5 eV, Delta = 4.0 eV, reference U = 8.0 eV
Scan of U at fixed Delta (1e6 eV stands for infinite U)
   U/eV    gap/eV    J/meV      m2
       2    1.7505   11.130   0.97890
       3    2.5552    8.644   0.98154
       4    3.1583    7.393   0.98256
       5    3.4928    6.641   0.98308
       6    3.6523    6.139   0.98338
       8    3.7827    5.511   0.98372
      12    3.8627    4.881   0.98400
      16    3.8911    4.567   0.98412
      32    3.9241    4.094   0.98428
   1e+06    3.9491    3.621   0.98441
Small-t formulas at the reference point:
  gap = 3.7500 eV, J = 5.859 meV, m2 = 0.98364
Small-t limit of gap at infinite U: 3.9375 eV
Reference gap = 0.13901 hartree
Reference J = 202.5 microhartree
Relative change, U from 8 eV to 16 eV:
  gap +2.87 %, J -17.13 %, m2 +0.041 %
Relative change, U from 8 eV to infinity:
  gap +4.40 %, J -34.28 %, m2 +0.070 %
d(gap)/dU at reference = 0.0377 (dimensionless)
U error per 0.1 eV gap error, linear = 2.65 eV
Refits of U to the reference gap
Delta/eV  U/eV    gap/eV    J/meV      m2      1-m2
   3.9   14.444    3.7827    4.992   0.98326   0.01674
   4.0    8.000    3.7827    5.511   0.98372   0.01628
   6.0    4.076    3.7827    2.797   0.99237   0.00763
   8.0    3.927    3.7827    1.465   0.99572   0.00428
Ratio Delta=4 to Delta=8 at equal gap: J 3.76, 1-m2 3.80
Largest gap for Delta = 3.7 eV at any U: 3.6469 eV
Fixed electron levels e_d = -4.0 eV, e_p = 0.0 eV
   U/eV  Delta/eV   gap/eV
    8.0      4.0     3.7827
   10.0      6.0     5.7893
   12.0      8.0     7.7953
```
